# At what silicon film thickness are two subbands kT apart?: test program

```python
"""Result under test: in a hard-wall film the lowest two subbands of
confinement mass m are kT apart at thickness
    t = pi*hbar*sqrt(3/(2*m*kT)).
Units inside the program: eV and nm; masses in electron masses.
HB2 = hbar^2/(2*m0); U = electron potential energy; Ns = sheet density.
The program also sizes oxide penetration, electron charge, other valleys,
nonparabolicity, transverse field, and lifetime broadening.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal, solve_banded, eigvalsh
from scipy.optimize import brentq

Q = sc.e
HB2 = sc.hbar**2 / (2 * sc.m_e) / Q * 1e18      # eV nm^2
KB = sc.k / Q                                   # eV/K
BOHR = sc.physical_constants['Bohr radius'][0] * 1e9
HARTREE = sc.physical_constants['Hartree energy in eV'][0]
ML, MT = 0.916, 0.19
TEMP = 300.0
KT = KB * TEMP
EPS_R = 11.7
COUL = Q / (EPS_R * sc.epsilon_0) * 1e9         # q^2/eps in eV nm
V_OX, M_OX = 3.1, 0.5                           # rough oxide values
ALPHA = 0.5                                     # rough, 1/eV
MOBILITY = 300.0                                # rough, cm^2/Vs
LAYER = 0.543 / 4                               # atomic layer, nm
FIELD = 0.1                                     # MV/cm


def thickness(mass, kt):
    return np.pi * np.sqrt(3 * HB2 / (mass * kt))


def box_states(t, mass, U=0.0, count=10, N=300):
    """Finite-difference levels and normalized densities, hard walls."""
    h = t / (N + 1)
    diag = np.full(N, 2 * HB2 / (mass * h * h)) + U
    off = np.full(N - 1, -HB2 / (mass * h * h))
    E, psi = eigh_tridiagonal(diag, off, select='i',
                              select_range=(0, count - 1))
    return E, psi**2 / h


def box_gap(t, mass, U=0.0, N=300):
    E = box_states(t, mass, U, 2, N)[0]
    return E[1] - E[0]


# Thickness from the definition, by diagonalization and root search
t0 = thickness(ML, KT)
t_num = brentq(lambda t: box_gap(t, ML, N=800) - KT, 3.0, 15.0)
assert abs(t_num / t0 - 1) < 5e-5
E1, E2 = [HB2 * (n * np.pi / t0)**2 / ML for n in (1, 2)]
E1p = HB2 * (np.pi / t0)**2 / MT
heavy = box_states(t0, ML, N=800)[0]
light = box_states(t0, MT, N=800)[0]
assert abs(heavy[0] - KT / 3) < 1e-6 and abs(heavy[1] - 4 * KT / 3) < 5e-6
assert abs(light[0] - E1p) < 1e-6 and light[0] > heavy[1]
t_au = np.pi * np.sqrt(3 / (2 * ML * KT / HARTREE))
assert abs(t_au * BOHR / t0 - 1) < 1e-7

# (110) side wall: cross term between in-plane and normal motion kept
w33 = 0.5 * (1 / ML + 1 / MT)
w13 = 0.5 * (1 / ML - 1 / MT)
m110 = 1 / w33
t110 = thickness(m110, KT)
n_pts = 240
h = t110 / (n_pts + 1)
one = np.eye(n_pts, k=1)
kz = -1j * (one - one.T) / (2 * h)
kz2 = (2 * np.eye(n_pts) - one - one.T) / h**2
kx = 0.5
H = HB2 * (w33 * kx**2 * np.eye(n_pts) + 2 * w13 * kx * kz + w33 * kz2)
ev = eigvalsh(H)
assert abs((ev[1] - ev[0]) / KT - 1) < 2e-3


# Finite oxide barrier: matching condition against a grid with a mass step
def barrier_level(t, mass, n):
    def f(E):
        k = np.sqrt(mass * E / HB2)
        kap = np.sqrt(M_OX * (V_OX - E) / HB2)
        return k * t - n * np.pi + 2 * np.arctan(k * M_OX / (kap * mass))
    return brentq(f, 1e-8, HB2 * (n * np.pi / t)**2 / mass, xtol=1e-13)


def barrier_grid(t, mass, inside=600, width=1.8):
    h = t / inside
    nb = int(round(width / h))
    i = np.arange(-nb, inside + nb + 1)
    V = np.where((i < 0) | (i > inside), V_OX, 0.0)
    V[(i == 0) | (i == inside)] = V_OX / 2
    face = np.arange(-nb - 1, inside + nb + 1) + 0.5
    inv = np.where((face > 0) & (face < inside), 1 / mass, 1 / M_OX)
    c = HB2 / h**2
    return eigh_tridiagonal(c * (inv[:-1] + inv[1:]) + V, -c * inv[1:-1],
                            select='i', select_range=(0, 1))[0]


for mass in (ML, MT):
    grid = barrier_grid(t0, mass)
    for n in (1, 2):
        assert abs(grid[n - 1] / barrier_level(t0, mass, n) - 1) < 5e-4


def barrier_gap(t):
    return barrier_level(t, ML, 2) - barrier_level(t, ML, 1)


t_bar = brentq(lambda t: barrier_gap(t) - KT, 4.0, 9.0)
decay = np.sqrt(HB2 / (M_OX * V_OX))
t_bar_est = t0 - 2 * M_OX * decay / ML
assert abs(t_bar - t_bar_est) < 0.005

# Subband sheet density: formula against quadrature over wave vector
kxm, kym = np.sqrt(40 * KT * MT / HB2), np.sqrt(40 * KT * ML / HB2)
kxs, kys = np.linspace(-kxm, kxm, 401), np.linspace(-kym, kym, 401)
ek = HB2 * (kxs[:, None]**2 / MT + kys[None, :]**2 / ML)
occ = 1 / (1 + np.exp((ek - KT) / KT))
quad = 2 * occ.sum() * (kxs[1] - kxs[0]) * (kys[1] - kys[0]) / (2*np.pi)**2
formula = np.sqrt(ML * MT) * KT / (2 * np.pi * HB2) * np.log1p(np.e)
assert abs(quad / formula - 1) < 1e-6

# valley count, confinement mass, density-of-states mass
LADDERS = ((2, ML, MT), (4, MT, np.sqrt(ML * MT)))


def film(t, ns_cm, N=300):
    """Self-consistent symmetric double-gate film, hard walls."""
    ns = ns_cm * 1e-14
    h = t / (N + 1)
    band = np.ones((3, N))
    band[1] = -2
    U = np.zeros(N)
    for _ in range(300):
        levels, dens, dos = [], [], []
        for g, mz, md in LADDERS:
            E, p = box_states(t, mz, U, 10, N)
            levels.append(E)
            dens.append(p)
            dos.append(np.full(10, g * md * KT / (2 * np.pi * HB2)))
        E = np.concatenate(levels)
        D = np.concatenate(dos)

        def filling(mu):
            return D * np.logaddexp(0, (mu - E) / KT)
        mu = brentq(lambda x: filling(x).sum() / ns - 1,
                    E.min() - 40 * KT, E.min() + 60 * KT)
        pop = filling(mu)
        n = np.hstack(dens) @ pop
        new = solve_banded((1, 1), band, -COUL * n * h * h)
        if np.max(np.abs(new - U)) < 1e-9:
            break
        U = U + 0.5 * (new - U)
    else:
        raise RuntimeError('no self-consistency')
    return {'gap': levels[0][1] - levels[0][0], 'share': pop / pop.sum(),
            'bend': U.max(), 'mu': mu - levels[0][0]}


# Low-density shares from Boltzmann weights
idx = np.arange(1, 11)
wt = np.concatenate([g * md * np.exp(-HB2 * (idx * np.pi / t0)**2
                                     / (mz * KT)) for g, mz, md in LADDERS])
wt /= wt.sum()
w1, w2 = wt[0] + wt[10], wt[1] + wt[11]


def charge_shift(ns_cm):
    return (-COUL * ns_cm * 1e-14 * t0 / (32 * np.pi**2)
            * (6 + 4 * w1 - w2))


low = film(t0, 1e10)
assert np.max(np.abs(low['share'] - wt)) < 3e-3
shift_low = low['gap'] - box_gap(t0, ML)
assert abs(shift_low / charge_shift(1e10) - 1) < 0.02

densities = (1e11, 1e12, 1e13)
runs = [film(t0, ns) for ns in densities]
gaps = [r['gap'] for r in runs]
assert KT > gaps[0] > gaps[1] > gaps[2] > 0
t_charge = [brentq(lambda t: film(t, ns)['gap'] - KT, 3.0, 7.5, xtol=1e-5)
            for ns in densities[1:]]
assert t0 > t_charge[0] > t_charge[1]


# Nonparabolic estimate: E*(1 + ALPHA*E) = parabolic energy
def bent(E):
    return (np.sqrt(1 + 4 * ALPHA * E) - 1) / (2 * ALPHA)


t_np = brentq(lambda t: bent(4 * HB2 * (np.pi / t)**2 / ML)
              - bent(HB2 * (np.pi / t)**2 / ML) - KT, 4.0, 9.0)

# Unequal gates: uniform transverse field, 1 MV/cm = 0.1 V/nm
z = t0 * np.arange(1, 801) / 801
gap_field = box_gap(t0, ML, 0.1 * FIELD * z, N=800)
assert gap_field > KT
gap_layer = box_gap(t0 - LAYER, ML, N=800)
slope = (box_gap(t0 + .01, ML) - box_gap(t0 - .01, ML)) / 0.02
assert abs(slope / (-2 * KT / t0) - 1) < 1e-3
tau = MOBILITY * 1e-4 * MT * sc.m_e / Q
broad = sc.hbar / tau / Q


def show(label, value, unit='', digits=3):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


show('Confinement mass', ML, 'm0')
show('Transverse mass', MT, 'm0')
show('hbar^2/(2 m0)', HB2, 'eV nm^2', 6)
show('Temperature', TEMP, 'K', 0)
show('kT', KT * 1e3, 'meV')
show('kT in atomic units', KT / HARTREE, 'hartree', 8)
show('Thickness, formula', t0, 'nm', 4)
show('Thickness, formula', t_au, 'bohr', 2)
show('Thickness, diagonalization', t_num, 'nm', 4)
show('E1 (mass 0.916)', E1 * 1e3, 'meV')
show('E2 (mass 0.916)', E2 * 1e3, 'meV')
show('E1 of mass 0.19 ladder', E1p * 1e3, 'meV')
show('Mass ratio', ML / MT)
for T in (77.0, 400.0):
    show(f'Thickness at {T:.0f} K', thickness(ML, KB * T), 'nm', 2)
show('(110) wall, confinement mass', m110, 'm0', 4)
show('(110) wall, thickness', t110, 'nm', 2)
show('Low-density share, subband 1', wt[0])
show('Low-density share, subband 2', wt[1])
show('Low-density share, mass 0.19 ladder', wt[10:].sum())
show('Index share w1', w1)
show('Index share w2', w2)
print(f'Oxide barrier {V_OX} eV, oxide mass {M_OX} m0 (rough)')
show('Oxide decay length', decay, 'nm')
show('Thickness with oxide barrier', t_bar, 'nm')
show('Same, wall-shift estimate', t_bar_est, 'nm')
show('E2 there (mass 0.916)', barrier_level(t_bar, ML, 2) * 1e3, 'meV', 2)
show('E1 there (mass 0.19)', barrier_level(t_bar, MT, 1) * 1e3, 'meV', 2)
show('Nonparabolicity coefficient (rough)', ALPHA, '1/eV', 1)
show('Thickness with nonparabolicity', t_np, 'nm')
show('Atomic layer', LAYER, 'nm')
show('Gap, film one layer thinner', gap_layer * 1e3, 'meV', 2)
show('Transverse field', FIELD, 'MV/cm', 1)
show('Gap in that field', gap_field * 1e3, 'meV', 2)
show('Mobility (rough)', MOBILITY, 'cm^2/Vs', 0)
show('Broadening hbar/tau', broad * 1e3, 'meV', 1)
show('Relative permittivity of Si', EPS_R, '', 1)
for ns, r in zip(densities, runs):
    s = r['share']
    print(f'Ns={ns:.0e} cm^-2: gap {r["gap"]*1e3:.2f} meV, '
          f'band bending {r["bend"]*1e3:.1f} meV')
    print(f'  Fermi level minus E1 {r["mu"]*1e3:.1f} meV; shares '
          f'{s[0]:.3f}, {s[1]:.3f}, mass 0.19 {s[10:].sum():.3f}')
show('First-order gap change at 1e12 cm^-2',
     charge_shift(1e12) * 1e3, 'meV', 2)
for ns, t in zip(densities[1:], t_charge):
    show(f'Thickness for gap kT at Ns={ns:.0e} cm^-2', t, 'nm', 2)
print('verified')
```

Output:

```
Confinement mass: 0.916 m0
Transverse mass: 0.190 m0
hbar^2/(2 m0): 0.038100 eV nm^2
Temperature: 300 K
kT: 25.852 meV
kT in atomic units: 0.00095004 hartree
Thickness, formula: 6.9020 nm
Thickness, formula: 130.43 bohr
Thickness, diagonalization: 6.9020 nm
E1 (mass 0.916): 8.617 meV
E2 (mass 0.916): 34.469 meV
E1 of mass 0.19 ladder: 41.545 meV
Mass ratio: 4.821
Thickness at 77 K: 13.62 nm
Thickness at 400 K: 5.98 nm
(110) wall, confinement mass: 0.3147 m0
(110) wall, thickness: 11.78 nm
Low-density share, subband 1: 0.373
Low-density share, subband 2: 0.137
Low-density share, mass 0.19 ladder: 0.462
Index share w1: 0.831
Index share w2: 0.141
Oxide barrier 3.1 eV, oxide mass 0.5 m0 (rough)
Oxide decay length: 0.157 nm
Thickness with oxide barrier: 6.730 nm
Same, wall-shift estimate: 6.731 nm
E2 there (mass 0.916): 34.47 meV
E1 there (mass 0.19): 34.70 meV
Nonparabolicity coefficient (rough): 0.5 1/eV
Thickness with nonparabolicity: 6.828 nm
Atomic layer: 0.136 nm
Gap, film one layer thinner: 26.90 meV
Transverse field: 0.1 MV/cm
Gap in that field: 32.47 meV
Mobility (rough): 300 cm^2/Vs
Broadening hbar/tau: 20.3 meV
Relative permittivity of Si: 11.7
Ns=1e+11 cm^-2: gap 25.54 meV, band bending 1.8 meV
  Fermi level minus E1 -121.5 meV; shares 0.371, 0.139, mass 0.19 0.461
Ns=1e+12 cm^-2: gap 22.88 meV, band bending 17.5 meV
  Fermi level minus E1 -61.9 meV; shares 0.359, 0.152, mass 0.19 0.457
Ns=1e+13 cm^-2: gap 7.27 meV, band bending 146.0 meV
  Fermi level minus E1 3.5 meV; shares 0.314, 0.256, mass 0.19 0.376
First-order gap change at 1e12 cm^-2: -3.10 meV
Thickness for gap kT at Ns=1e+12 cm^-2: 6.55 nm
Thickness for gap kT at Ns=1e+13 cm^-2: 5.26 nm
verified
```
